# Why the DKH2 Correction Is Not Positive Semidefinite: a program that tests the result

```python
# Result under test: the second-order Douglas-Kroll-Hess (DKH) term G on the
# electronic block is NOT positive semidefinite in general, and the DKH2 ground
# energy can lie below the DKH1 one.  Always true instead: the upper Dirac
# eigenvalues are not below the DKH1 eigenvalues, and G >= -(1/4) T w M w^T T.
# Units m = c = 1, rest energy subtracted; s1/2 channel.
# p: momenta; V0, V1: potential on large (l=0) and small (l=1) components;
# E = sqrt(1+p^2), T = E-1, K = p/(E+1), A = sqrt((E+1)/(2E)), M = 1/(1+E);
# o: odd block of the rotated potential; w: generator block, E w + w E = o.
import numpy as np
from scipy.linalg import eigh, expm
from scipy import constants as const


def kinematics(p):
    E = np.sqrt(1 + p**2)
    return E, p**2 / (E + 1), p / (E + 1), np.sqrt((E + 1) / (2 * E))


def dkh(p, V0, V1):
    """Return DKH1 matrix, second-order term G, odd block o, generator w."""
    E, T, K, A = kinematics(p)
    AK = A * K
    h1 = np.diag(T) + A[:, None] * V0 * A + AK[:, None] * V1 * AK
    o = AK[:, None] * V1 * A - A[:, None] * V0 * AK
    w = o / (E[:, None] + E[None, :])
    G = 0.5 * (w @ o.T + o @ w.T)
    return (h1 + h1.T) / 2, G, o, w


def dirac_matrix(p, V0, V1):
    n = len(p)
    return np.block([[V0, np.diag(p)], [np.diag(p), V1 - 2 * np.eye(n)]])


def criterion(p, w, state):
    """Norms x and y in the bound <G> >= x^2 - x y."""
    E, T, K, A = kinematics(p)
    x = np.linalg.norm(np.sqrt(1 + E) * (w.T @ state))
    y = np.linalg.norm((w.T @ (T * state)) / np.sqrt(1 + E))
    return x, y


# ---- General potentials: G from the definition, bounds, interlacing ----
rng = np.random.default_rng(7)
n = 10
worst_definition = 0.0
for trial in range(5):
    p = np.sort(rng.uniform(0.2, 3.0, n))
    V0, V1 = [0.15 * (X + X.T) for X in rng.normal(size=(2, n, n))]
    h1, G, o, w = dkh(p, V0, V1)
    E, T, K, A = kinematics(p)
    R = np.block([[np.diag(A), -np.diag(A * K)],
                  [np.diag(A * K), np.diag(A)]])
    zero = np.zeros((n, n))
    free = R.T @ dirac_matrix(p, zero, zero) @ R
    assert np.allclose(free, np.diag(np.r_[T, -E - 1]), atol=1e-12)
    rotated_V = R.T @ np.block([[V0, zero], [zero, V1]]) @ R
    W = np.block([[zero, w], [-w.T, zero]])

    def upper_block(s):
        U = expm(s * W)
        return (U @ (free + s * rotated_V) @ U.T)[:n, :n]

    s = 1e-3
    G_def = (upper_block(s) + upper_block(-s) - 2 * upper_block(0)) / (2*s*s)
    error = np.max(np.abs(G_def - G))
    worst_definition = max(worst_definition, error / np.max(np.abs(G)))
    # truncation error of the second difference is of order s^2
    assert error < 1e-5
    assert np.all(np.diag(G_def) > -1e-5)
    negative_bound = 0.25 * (T[:, None] * (w / (1 + E)) @ w.T * T)
    assert np.linalg.eigvalsh(G + negative_bound)[0] > -1e-12
    for _ in range(20):
        v = rng.normal(size=n)
        x, y = criterion(p, w, v)
        assert v @ G @ v >= x * x - x * y - 1e-11
    upper = np.linalg.eigvalsh(dirac_matrix(p, V0, V1))[n:]
    assert np.all(upper - np.linalg.eigvalsh(h1) > -1e-11)

print("GENERAL CHECK")
print(f"G vs unitary transform, largest relative error: {worst_definition:.1e}")

# ---- Counterexample: separable attractive potentials ----
eps = -0.1
rest_eV = const.value('electron mass energy equivalent in MeV') * 1e6


def counterexample(width, npts):
    t, wt = np.polynomial.legendre.leggauss(npts)
    pmax = 8 * width
    p = 0.5 * pmax * (t + 1)
    psi = np.sqrt(0.5 * pmax * wt) * p * np.exp(-p**2 / (2 * width**2))
    psi /= np.linalg.norm(psi)
    E, T, K, A = kinematics(p)
    a, z = A * psi, A * (eps - T) * psi
    V0 = np.outer(z, z) / (a @ z)
    V1 = np.outer(K * z, K * z) / ((K * a) @ (K * z))
    h1, G, o, w = dkh(p, V0, V1)
    e1, c1 = np.linalg.eigh(h1)
    e2, c2 = np.linalg.eigh(h1 + G)
    g = np.linalg.eigvalsh(G)
    ed = np.linalg.eigvalsh(dirac_matrix(p, V0, V1))[npts]
    # rank-one factors of o and the predicted extreme eigenvalues of G
    q = A * (K**2 * z / ((K * a) @ (K * z)) - z / (a @ z))
    r = A * K * z
    D = (1 / (E[:, None] + E[None, :])) @ r**2
    d = q * D
    size = np.linalg.norm(q) * np.linalg.norm(d)
    assert np.allclose(o, np.outer(q, r), atol=1e-12)
    assert abs(g[0] - 0.5 * (q @ d - size)) < 1e-12
    assert abs(g[-1] - 0.5 * (q @ d + size)) < 1e-12
    assert np.linalg.norm(o.T @ psi) < 1e-12
    assert abs(abs(c1[:, 0] @ psi) - 1) < 1e-10
    assert abs(e1[0] - eps) < 1e-12 and abs(ed - eps) < 1e-12
    assert d @ psi < 0 and g[0] < 0
    assert np.allclose(G @ psi, 0.5 * q * (d @ psi), atol=1e-12)
    shift = e2[0] - e1[0]
    assert shift < -1e-12
    assert c2[:, 0] @ G @ c2[:, 0] <= shift + 1e-13
    assert shift <= psi @ G @ psi + 1e-13
    return dict(e1=e1[0], e2=e2[0], ed=ed, shift=shift, gmin=g[0],
                gmax=g[-1], dpsi=d @ psi, meanT=psi @ (T * psi),
                v0=np.linalg.eigvalsh(V0)[0], v1=np.linalg.eigvalsh(V1)[0],
                g1=psi @ G @ psi, g2=c2[:, 0] @ G @ c2[:, 0])


print("COUNTEREXAMPLE (energies in mc^2, widths in mc)")
print(f"chosen energy eps: {eps:.3f} mc^2")
for width in (0.5, 1.0, 2.0):
    m = counterexample(width, 40)
    finer = counterexample(width, 60)
    assert abs(m['shift'] - finer['shift']) < 1e-3 * abs(m['shift'])
    print(f"width b = {width:.1f} mc")
    print(f"  mean T in psi: {m['meanT']:.5f} mc^2")
    print(f"  lowest eigenvalue of V0, V1: {m['v0']:.5f}, {m['v1']:.5f} mc^2")
    print(f"  DKH1 ground energy:  {m['e1']:.10f} mc^2")
    print(f"  Dirac ground energy: {m['ed']:.10f} mc^2")
    print(f"  DKH2 ground energy:  {m['e2']:.10f} mc^2")
    print(f"  DKH2 - DKH1: {m['shift']:.4e} mc^2 = "
          f"{m['shift'] * rest_eV:.4e} eV")
    print(f"  extreme eigenvalues of G: {m['gmin']:.4e}, "
          f"{m['gmax']:.4e} mc^2")
    print(f"  d.psi: {m['dpsi']:.4e} (m=c=1)")
    print(f"  <G> in DKH2 ground state: {m['g2']:.4e} mc^2")

# ---- Contrast: one-electron ion Eu62+, point nucleus, s1/2 states ----
Z = 63
c = 1 / const.fine_structure
nb = 18
ratio = 2.3
alpha = 0.03 * Z**2 * ratio ** np.arange(nb)
aa, bb = np.meshgrid(alpha, alpha, indexing='ij')
gam = aa + bb
norm = (2 * alpha / np.pi) ** 0.75
NN = np.outer(norm, norm)
S = NN * (np.pi / gam) ** 1.5
P2 = NN * 6 * aa * bb * np.pi**1.5 / gam**2.5
V = -NN * 2 * np.pi * Z / gam
PVP = -NN * 8 * np.pi * Z * aa * bb / gam**2
p2, C = eigh(P2, S)
assert p2[0] > 0
p_au = np.sqrt(p2)
V0 = C.T @ V @ C / c**2
V1 = C.T @ PVP @ C / np.outer(p_au, p_au) / c**2
p = p_au / c
h1, G, o, w = dkh(p, V0, V1)
e1, c1 = np.linalg.eigh(h1)
e2, c2 = np.linalg.eigh(h1 + G)
ed = np.linalg.eigvalsh(dirac_matrix(p, V0, V1))[nb:]
g = np.linalg.eigvalsh(G)
analytic = np.sqrt(1 - (Z / c)**2) - 1
low = c2[:, 0] @ G @ c2[:, 0]
high = c1[:, 0] @ G @ c1[:, 0]
x, y = criterion(p, w, c2[:, 0])
roundoff = nb * np.finfo(float).eps * max(abs(e1[-1]), abs(g[-1]))
assert abs(ed[0] / analytic - 1) < 1e-4      # finite-basis error
assert np.all(ed - e1 > -1e-10)
assert e2[0] > e1[0]
assert low - 1e-11 <= e2[0] - e1[0] <= high + 1e-11
lowered = int(np.sum(e2 - e1 < -10 * roundoff))
Eh = c**2
hartree_eV = const.value('Hartree energy in eV')
print("ION Eu62+ (point nucleus, s1/2)")
print(f"Z: {Z}; s Gaussians: {nb}; exponent ratio: {ratio}")
print(f"exponents from {alpha[0]:.2f} to {alpha[-1]:.4e} bohr^-2")
print(f"speed of light: {c:.6f} a.u.")
print(f"1s DKH1:  {e1[0] * Eh:.4f} Eh")
print(f"1s DKH2:  {e2[0] * Eh:.4f} Eh")
print(f"1s Dirac, same basis: {ed[0] * Eh:.4f} Eh")
print(f"1s Dirac, closed formula: {analytic * Eh:.4f} Eh")
print(f"DKH2 - DKH1: {(e2[0]-e1[0]) * Eh:.4f} Eh = "
      f"{(e2[0]-e1[0]) * Eh * hartree_eV:.2f} eV")
print(f"<G> in DKH2 and DKH1 1s states: {low*Eh:.4f}, {high*Eh:.4f} Eh")
print(f"criterion y/x in DKH2 1s state: {y / x:.4f}")
print(f"extreme eigenvalues of G: {g[0]*Eh:.4e}, {g[-1]*Eh:.4e} Eh")
print(f"roundoff scale for these eigenvalues: {roundoff*Eh:.1e} Eh")
print(f"levels with DKH2 below DKH1: {lowered} of {nb}")
print("ALL CHECKS PASSED")
```

It prints:

```
GENERAL CHECK
G vs unitary transform, largest relative error: 4.3e-08
COUNTEREXAMPLE (energies in mc^2, widths in mc)
chosen energy eps: -0.100 mc^2
width b = 0.5 mc
  mean T in psi: 0.16615 mc^2
  lowest eigenvalue of V0, V1: -0.31584, -0.39725 mc^2
  DKH1 ground energy:  -0.1000000000 mc^2
  Dirac ground energy: -0.1000000000 mc^2
  DKH2 ground energy:  -0.1000000029 mc^2
  DKH2 - DKH1: -2.8957e-09 mc^2 = -1.4797e-03 eV
  extreme eigenvalues of G: -2.4729e-06, 1.4347e-03 mc^2
  d.psi: -9.5654e-05 (m=c=1)
  <G> in DKH2 ground state: -5.7806e-09 mc^2
width b = 1.0 mc
  mean T in psi: 0.54081 mc^2
  lowest eigenvalue of V0, V1: -0.80634, -0.96277 mc^2
  DKH1 ground energy:  -0.1000000000 mc^2
  Dirac ground energy: -0.1000000000 mc^2
  DKH2 ground energy:  -0.1000000791 mc^2
  DKH2 - DKH1: -7.9099e-08 mc^2 = -4.0420e-02 eV
  extreme eigenvalues of G: -2.9659e-05, 5.1001e-03 mc^2
  d.psi: -1.0717e-03 (m=c=1)
  <G> in DKH2 ground state: -1.5767e-07 mc^2
width b = 2.0 mc
  mean T in psi: 1.50326 mc^2
  lowest eigenvalue of V0, V1: -1.98806, -2.21980 mc^2
  DKH1 ground energy:  -0.1000000000 mc^2
  Dirac ground energy: -0.1000000000 mc^2
  DKH2 ground energy:  -0.1000002770 mc^2
  DKH2 - DKH1: -2.7700e-07 mc^2 = -1.4155e-01 eV
  extreme eigenvalues of G: -1.0853e-04, 8.9523e-03 mc^2
  d.psi: -4.7005e-03 (m=c=1)
  <G> in DKH2 ground state: -5.5230e-07 mc^2
ION Eu62+ (point nucleus, s1/2)
Z: 63; s Gaussians: 18; exponent ratio: 2.3
exponents from 119.07 to 1.6795e+08 bohr^-2
speed of light: 137.035999 a.u.
1s DKH1:  -2150.4969 Eh
1s DKH2:  -2099.8231 Eh
1s Dirac, same basis: -2102.1537 Eh
1s Dirac, closed formula: -2102.1610 Eh
DKH2 - DKH1: 50.6738 Eh = 1378.90 eV
<G> in DKH2 and DKH1 1s states: 48.8762, 52.5349 Eh
criterion y/x in DKH2 1s state: 0.1565
extreme eigenvalues of G: -5.2726e+00, 1.9038e+04 Eh
roundoff scale for these eigenvalues: 1.6e-08 Eh
levels with DKH2 below DKH1: 0 of 18
ALL CHECKS PASSED
```
